\section*{Which field confines an inversion layer: interface or mean field?}

\section{A choice of field, and two layers that decide it}

A calculation of surface-roughness scattering in an inversion layer needs a number for the field that presses the carriers against the interface. So does a triangular-well estimate of the lowest subband, and so does the horizontal axis of a mobility plot. The charges per area are known, and the field at the interface follows from them at once. The decision is whether to use that field. In the layer treated below, using it in the roughness coupling makes the squared coupling too large by a factor of 2.9.

Take electrons of charge $-e$ in a semiconductor that fills $z>0$, with uniform permittivity $\varepsilon$ and an impenetrable wall at $z=0$. The inversion density is $n(z)$, with area density $n_s=\int_0^\infty n\,dz$. Ionized acceptors contribute a negative charge $-eN_{\rm dep}$ per area. For now they lie beyond the inversion layer, and the bulk beyond them is free of field. All charges are averaged over the plane of the interface. A positive field $F$ points along $+z$ and therefore pushes electrons towards the wall. The electron potential energy $U$ obeys $U'=eF$, with $U(0)=0$.

Gauss's law between the wall and the field-free bulk gives the interface field
\begin{equation}
F_s=\frac{e}{\varepsilon}\,(N_{\rm dep}+n_s).
\label{surface}
\end{equation}
If this number set the confinement, two layers with the same $N_{\rm dep}+n_s$ and the same mass would have the same wavefunction. Consider two such layers, with densities in units of $10^{12}\,\mathrm{cm^{-2}}=0.01\,\mathrm{nm^{-2}}$:
\[
\text{A: } N_{\rm dep}=1,\ n_s=5;\qquad
\text{B: } N_{\rm dep}=5,\ n_s=1 .
\]
The parameters are round model values: relative permittivity 12, confinement mass $m=0.9\,m_e$, in-plane mass $0.2\,m_e$ and valley degeneracy 2. Two combinations occur throughout,
\[
C=\frac{\hbar^2}{2m}=42.333\ \mathrm{meV\,nm^2},\qquad
K=\frac{e^2}{\varepsilon}=1507.9\ \mathrm{meV\,nm}.
\]
A force of $1\ \mathrm{meV/nm}$ on an electron corresponds to a field of $1\ \mathrm{MV/m}$. Both layers therefore have $eF_s=1507.9\times0.06=90.5\ \mathrm{meV/nm}$.

At zero temperature with one filled subband, $n=n_s\psi^2$ with real normalized $\psi$, and the equations to be solved together are
\begin{align}
-C\psi''+U\psi&=E_0\psi,\qquad \psi(0)=0,\label{schr}\\
U''&=-K\,n(z),\qquad U'(\infty)=KN_{\rm dep}.\label{pois}
\end{align}
Here $\infty$ means beyond the electrons but before the acceptors. This is the Hartree approximation; exchange, correlation and image forces are left out. One subband suffices if the Fermi energy above $E_0$, which is $n_s$ divided by the in-plane density of states, stays below the subband spacing. It is 29.9 against 52.3 meV in A, and 6.0 against 111.2 meV in B.

The self-consistent solutions differ:
\begin{center}
\begin{tabular}{lcc}
 & A & B\\
interface field (MV/m) & 90.5 & 90.5\\
$C\psi'(0)^2$ (meV/nm) & 52.8 & 82.9\\
mean distance $\langle z\rangle$ (nm) & 1.567 & 1.255\\
$E_0$ (meV) & 143.0 & 159.7
\end{tabular}
\end{center}
Layer A extends 25\% further from the wall than B, and its squared wall slope is 0.636 of that in B. The interface field therefore does not determine the confinement. The ratio 0.636 is $3.5/5.5$, the ratio of $N_{\rm dep}+n_s/2$ in the two layers, and this is no accident.

\section{The mean field}

\textbf{Statement.} Under the electrostatic assumptions above, the density-weighted mean of the Hartree field is
\begin{equation}
F_{\rm av}\equiv\frac1{n_s}\int_0^\infty nF\,dz
=\frac{e}{\varepsilon}\left(N_{\rm dep}+\frac{n_s}{2}\right)
\label{average}
\end{equation}
for any shape of $n(z)$.

To prove it, let $N_>(z)=\int_z^\infty n(z')\,dz'$ be the number of electrons per area beyond $z$. Gauss's law between $z$ and the field-free bulk gives
\begin{equation}
F(z)=\frac{e}{\varepsilon}\,[N_{\rm dep}+N_>(z)] .
\label{local}
\end{equation}
The first term is constant and averages to itself. For the second, $n=-dN_>/dz$, so that
\begin{equation}
\int_0^\infty nN_>\,dz
=-\int_0^\infty N_>\frac{dN_>}{dz}\,dz
=-\frac12\Big[N_>^2\Big]_0^\infty=\frac{n_s^2}{2},
\label{half}
\end{equation}
because $N_>(0)=n_s$ and $N_>(\infty)=0$. Division by $n_s$ gives (\ref{average}). Schr\"odinger's equation was not used, so the density need not come from a bound state at all. A single hump, two separated humps and a flat slab, with mean distances of 1.5, 8.1 and 5.5 nm and the charges of layer A, all give 52.78 MV/m when the field is computed from Poisson's equation.

The factor one half has a mechanical meaning. Split the field into the fields of charged sheets. A sheet of charge $\sigma$ produces $\sigma/2\varepsilon$ in the semiconductor, directed away from it on either side if $\sigma>0$. The forces between inversion electrons cancel in pairs, so they add nothing to the mean force. The balancing positive charge behind the wall, $e(N_{\rm dep}+n_s)$, contributes $e(N_{\rm dep}+n_s)/2\varepsilon$. The negative depletion charge on the far side contributes $eN_{\rm dep}/2\varepsilon$ in the same direction. Their sum is (\ref{average}). The term $n_s/2$ is thus the pull of the positive charge that balances the inversion layer.

If $n_s\ll N_{\rm dep}$, the interface and mean fields coincide. If $N_{\rm dep}\ll n_s$, the mean field is half the interface field.

\subsection*{Acceptors inside the layer}

Let the acceptors have uniform density $N_A$ from the wall to a depletion edge beyond all the electrons. Of the total $N_{\rm dep}$, the part $N_Az$ now lies between the wall and $z$, so $N_{\rm dep}$ in (\ref{local}) becomes $N_{\rm dep}-N_Az$. Averaging gives
\begin{equation}
F_{\rm av}=\frac{e}{\varepsilon}
\left(N_{\rm dep}+\frac{n_s}{2}-N_A\langle z\rangle\right).
\label{doped}
\end{equation}
The shape enters again, through $\langle z\rangle$. With the charges of A and $N_A=10^{17}\,\mathrm{cm^{-3}}=10^{-4}\,\mathrm{nm^{-3}}$, the depletion width is 100 nm and $\langle z\rangle=1.571$ nm. The reduction is $1507.9\times10^{-4}\times1.571=0.24$ MV/m, or 0.45\% of the mean field. Relative to (\ref{average}) the reduction is $N_A\langle z\rangle/(N_{\rm dep}+n_s/2)$. Since $N_A$ is $N_{\rm dep}$ divided by the depletion width, this ratio is smaller than $\langle z\rangle$ divided by that width, so it grows as the depletion layer narrows. For uniform doping the band bending $KN_{\rm dep}^2/2N_A$ ties the doping to $N_{\rm dep}$. With the charges of B and a bending of 1.05 eV, $N_A=1.8\times10^{18}\,\mathrm{cm^{-3}}$, the width is 28 nm and $\langle z\rangle=1.28$ nm. The mean field then falls by 4.2\% and its square by 8\%. At such doping (\ref{doped}) must replace (\ref{average}).

Wavefunction penetration into a barrier of another permittivity also breaks (\ref{average}), since $1/\varepsilon$ can no longer be taken outside the average.

\section{What the mean field fixes}

The wall must supply the force that balances the mean push of the field. To obtain this from (\ref{schr}), multiply by $\psi'$ and use $\psi''\psi'=\tfrac12(\psi'^2)'$ and $\psi\psi'=\tfrac12(\psi^2)'$:
\begin{equation}
-\frac C2(\psi'^2)'+\frac12(U-E_0)(\psi^2)'=0 .
\end{equation}
Integrate from the wall to infinity. The first term gives $+\tfrac C2\psi'(0)^2$, since $\psi'$ vanishes at infinity. In the second, integration by parts leaves no boundary term, because $\psi$ vanishes at the wall and decays faster than $U$ grows. Hence
\begin{equation}
\frac C2\psi'(0)^2-\frac12\int_0^\infty U'\psi^2\,dz=0
\quad\Longrightarrow\quad
C\psi'(0)^2=e\langle F\rangle .
\label{balance}
\end{equation}
With one filled subband, $\langle F\rangle=F_{\rm av}$. For A this predicts $1507.9\times0.035=52.8\ \mathrm{meV/nm}$, and for B $1507.9\times0.055=82.9\ \mathrm{meV/nm}$. The wall forces computed on a mesh of 0.025 nm, 52.80 and 82.97 meV/nm, agree with these predictions within 0.1\%. The excess of 0.04\% is mesh error; the converged values are 52.78 and 82.94 meV/nm.

\subsection*{Why roughness scattering sees this field}

Move the wall inward to $z=\Delta$ while $U(z)$ is held fixed. Let $\chi$ be the new ground state, with $\chi(\Delta)=0$ and energy $E(\Delta)$. Multiply its equation by $\psi$, multiply (\ref{schr}) by $\chi$, and subtract. The potential drops out:
\begin{equation}
-C(\chi''\psi-\psi''\chi)=[E(\Delta)-E_0]\,\chi\psi .
\end{equation}
The bracket on the left is the derivative of $\chi'\psi-\psi'\chi$. Integration from $\Delta$ to infinity, with $\chi(\Delta)=0$, leaves
\begin{equation}
C\chi'(\Delta)\psi(\Delta)
=[E(\Delta)-E_0]\int_\Delta^\infty\chi\psi\,dz .
\end{equation}
For small $\Delta$, $\psi(\Delta)\simeq\psi'(0)\Delta$, $\chi'(\Delta)\to\psi'(0)$ and the overlap tends to one. Therefore
\begin{equation}
\left.\frac{dE}{d\Delta}\right|_{0}=C\psi'(0)^2=eF_{\rm av}.
\label{shift}
\end{equation}
Displacing the wall numerically in the frozen potential of A gives 52.78 meV/nm.

If the wall position varies slowly along the interface, the local level shift $eF_{\rm av}\Delta$ acts as a scattering potential within the subband. A golden-rule rate contains its square. Inserting $F_s$ for $F_{\rm av}$ in A multiplies that square by $(90.48/52.78)^2=2.94$; for $N_{\rm dep}\ll n_s$ the factor approaches 4. This is the bare coupling to first order in $\Delta$. Screening, and the change of the electrostatic potential when the interface itself is bent, are not in it.

\section{What the mean field does not fix}

A third layer, C, has $N_{\rm dep}=3$ and $n_s=1$ in the same units. Its mean field equals that of A, since $3+\tfrac12=1+\tfrac52$, and so does its wall slope. Yet $\langle z\rangle$ is 1.466 nm in C and 1.567 nm in A, which is 6.8\% larger. The mean field thus does not determine the width either. By (\ref{local}) the field falls from $F_s$ at the wall to $eN_{\rm dep}/\varepsilon$ beyond the electrons, and it falls much further in A.

\subsection*{A variational width}

The effect can be followed analytically with the normalized trial function
\begin{equation}
\psi=\sqrt{\frac{b^3}{2}}\;z\,e^{-bz/2},\qquad
\langle z\rangle=\frac{b^3}{2}\,\frac{3!}{b^4}=\frac3b .
\label{trial}
\end{equation}
Its derivative is $\sqrt{b^3/2}\,(1-bz/2)e^{-bz/2}$, so the kinetic energy is
\begin{equation}
C\int_0^\infty\psi'^2dz
=\frac{Cb^3}{2}\left(\frac1b-\frac{b}{b^2}+\frac{b^2}{4}\frac{2}{b^3}\right)
=\frac{Cb^2}{4}.
\end{equation}
The depletion charge contributes $KN_{\rm dep}\langle z\rangle=3KN_{\rm dep}/b$.

The inversion electrons, with their balancing charge, produce the potential energy $U_s(z)=K\int_0^zN_>\,dz'$. Integrating by parts with $n=-N_>'$, where the boundary terms vanish, gives
\begin{equation}
\langle U_s\rangle=\frac1{n_s}\int_0^\infty nU_s\,dz
=\frac{K}{n_s}\int_0^\infty N_>^2\,dz .
\end{equation}
For the trial density, with $x=bz$, $N_>=n_se^{-x}(1+x+x^2/2)$. The square of the polynomial is $1+2x+2x^2+x^3+x^4/4$, and $\int_0^\infty x^ke^{-2x}dx=k!/2^{k+1}$. Hence
\begin{equation}
\langle U_s\rangle=\frac{Kn_s}{b}
\left(\frac12+\frac12+\frac12+\frac38+\frac3{16}\right)
=\frac{33Kn_s}{16b}=\frac{3K}{b}\,\frac{11}{16}\,n_s .
\label{us}
\end{equation}

The quantity to minimize is the total energy, not the level $E_0$. Exchanging the order of integration gives $U_s(z)=K\int n(z')\min(z,z')\,dz'$, which has a symmetric kernel. The interaction energy whose variation with respect to $n$ is $U_s$ is therefore $\tfrac12\int nU_s\,dz$; the half prevents each pair from being counted twice. The energy per electron, apart from in-plane motion, which does not depend on $b$ at fixed $n_s$, is
\begin{equation}
\mathcal E(b)=\frac{Cb^2}{4}
+\frac{3K}{b}\left(N_{\rm dep}+\frac{11}{32}n_s\right).
\end{equation}
Setting $d\mathcal E/db=Cb/2-(3K/b^2)(N_{\rm dep}+11n_s/32)$ to zero yields
\begin{equation}
b^3=\frac{6K}{C}\left(N_{\rm dep}+\frac{11}{32}n_s\right)
=\frac{12me^2}{\hbar^2\varepsilon}
\left(N_{\rm dep}+\frac{11}{32}n_s\right).
\label{b}
\end{equation}
Within this trial family the width carries the weight $11/32$, smaller than $1/2$.

For A the bracket is $0.01+0.05\times11/32=0.02719\ \mathrm{nm^{-2}}$. Then $b^3=6\times1507.9\times0.02719/42.333=5.81\ \mathrm{nm^{-3}}$, $b=1.798\ \mathrm{nm^{-1}}$ and $\langle z\rangle=1.669$ nm, 6.5\% above the self-consistent value. For the pair A and C the ratio of widths fares better. The brackets of C and A are in the ratio $3.344/2.719$, whose cube root predicts that A is 7.1\% wider than C; the self-consistent figure is 6.8\%.

\subsection*{Triangular wells, and a reversal for the energy}

In a uniform field, (\ref{schr}) has the solution $\mathrm{Ai}(z/\ell-a_1)$ with $\ell=(C/eF)^{1/3}$, where $-a_1=-2.338$ is the first zero of the Airy function. Since $E_0=a_1eF\ell$,
\begin{equation}
E_0=a_1\,[C(eF)^2]^{1/3},\qquad
\langle z\rangle=\frac{2E_0}{3eF}.
\label{airy}
\end{equation}
The second relation follows by stretching the ground state. Replacing $\psi(z)$ by $\sqrt\lambda\,\psi(\lambda z)$ keeps the wall condition and changes the energy to $\lambda^2T+eF\langle z\rangle/\lambda$, where $T$ is the kinetic energy. This is stationary at $\lambda=1$, so $2T=eF\langle z\rangle$ and $E_0=\tfrac32eF\langle z\rangle$.

For layer A the two candidate fields give:
\begin{center}
\begin{tabular}{lcc}
 & $\langle z\rangle$ (nm) & $E_0$ (meV)\\
uniform field $F_s$ & 1.210 & 164.2\\
uniform field $F_{\rm av}$ & 1.448 & 114.7\\
self-consistent & 1.567 & 143.0
\end{tabular}
\end{center}
Relative to the self-consistent width, $F_s$ is 23\% too low and $F_{\rm av}$ 8\% too low. For the energy the order is reversed: $F_s$ is 15\% too high, while $F_{\rm av}$ is 20\% too low. The mean field is not the better choice for every quantity.

The reason lies in what the level measures. $E_0$ is counted from the potential at the wall, so it contains $U(z)$, the field accumulated between the wall and the electron. That stretch includes the strong field near the wall. Equation (\ref{us}) shows the result for the trial function: $\langle U\rangle=K\langle z\rangle(N_{\rm dep}+\tfrac{11}{16}n_s)$, with a weight above one half. Adding the kinetic energy, $42.333\times1.798^2/4=34.2$ meV, to $1507.9\times1.669\times0.04438=111.7$ meV gives $E_0\simeq146$ meV, 2\% above the self-consistent level. The weight $11/16$ is still nearer to $1/2$ than to 1, so the width is also needed to account for the reversal. With $F_{\rm av}$ both the weight and the width are too small, and the potential term $eF\langle z\rangle$ is only $52.78\times1.448=76.4$ meV. With $F_s$ the weight is too large and the width too small, and the product $90.48\times1.210=109.5$ meV lies close to 111.7 meV. The excess of that level is then kinetic: one third of 164.2 meV is 54.7 meV, against 34.2 meV. The interface field gives an upper bound on $E_0$: $U(z)\le eF_sz$ everywhere, and a higher potential cannot lower the ground state.

Inverting (\ref{airy}) gives the uniform field that reproduces the width of A,
\begin{equation}
eF_z=C\left(\frac{2a_1}{3\langle z\rangle}\right)^3
=42.333\left(\frac{2\times2.338}{3\times1.5665}\right)^3
\ \mathrm{meV/nm}
\simeq41.7\ \mathrm{meV/nm}.
\end{equation}
Written as $K(N_{\rm dep}+\eta n_s)$, this means $\eta=(41.71/1507.9-0.01)/0.05=0.353$. This weight belongs to this definition of width and to the ratio $n_s/N_{\rm dep}=5$ of layer A; it is not a universal constant. It does not depend on the mass or the permittivity: measuring lengths in units of $(C/KN_{\rm dep})^{1/3}$ removes $C$ and $K$ from (\ref{schr}) and (\ref{pois}) and leaves only that ratio.

\section{Several subbands}

At finite temperature $n=\sum_in_i\psi_i^2$, with $n_i$ electrons per area in subband $i$. The proof of (\ref{average}) is unchanged, and (\ref{balance}) holds for each subband with its own mean field $\langle F\rangle_i$. Weighting by occupation gives
\begin{equation}
\sum_i n_i\,C\psi_i'(0)^2=e\sum_i n_i\langle F\rangle_i=n_s\,eF_{\rm av}.
\label{many}
\end{equation}
For the charges of A at 300 K, with twelve subbands, the weighted wall force is 52.8 meV/nm, as at zero temperature. The lowest subband, which holds 83.6\% of the electrons, feels 57.3 MV/m. Its weight of $n_s$ is 0.560, not 0.5.

The excess can be traced. An electron in the lowest subband sees on average half of its own subband beyond it, by (\ref{half}). Of the other electrons it sees a fraction $P$, the probability that an electron from a higher subband lies further out. The weight is therefore $0.836/2+0.164P$, and equating this to 0.560 gives $P\simeq0.87$. The higher subbands sit mostly outside the lowest one and add to the field that compresses it. A roughness coupling for that subband should use its own mean field.

These numbers belong to a model with a single pair of valleys. Silicon (100) also has four valleys with confinement mass $0.19\,m_e$ and in-plane density-of-states mass $0.42\,m_e$. For the charges of A they are empty at zero temperature but hold about 30\% of the electrons at 300 K. The lowest subband then holds 62\% and feels 62.7 MV/m, a weight of 0.63, while the total mean field stays at 52.8 MV/m.

\section{The effective field of mobility plots}

Mobility data for inversion layers can be plotted against $e(N_{\rm dep}+\eta n_s)/\varepsilon$, with $\eta$ chosen so that curves for different dopings merge. For electrons on the (100) surface of silicon $\eta$ is about $1/2$, and the plotted field is then the mean field (\ref{average}). Equation (\ref{shift}) shows that this variable fixes the bare roughness coupling of a single filled subband. It does not prove that the mobility depends on it alone, not even the part limited by roughness. The Fermi wavevector grows as $\sqrt{n_s}$, so it differs between layers of equal mean field such as A and C, and it sets the momentum transfers at which the roughness and the screening are sampled. Phonon scattering and subband occupation also depend on the charges in other ways.

For holes the fitted value is about $1/3$. This cannot be the mean field. The derivation of (\ref{average}) contains no mass and no band structure, and reversing the sign of every charge leaves the force towards the wall unchanged, so holes also have the weight $1/2$. With the charges of A, $\eta=1/3$ gives 40.2 MV/m, whereas the mean field is 52.8 MV/m (0.528 MV/cm). A weight of $1/3$ is a property of how the mobility responds to the two charges. It lies close to the width weights found above, $11/32$ for the trial function and 0.353 for the charges of A, neither of which depends on the mass. Whether that closeness explains the fitted value cannot be decided here, since no mobility has been calculated and the model has a single band.

For a calculation, the choice follows from the quantity wanted. The wall slope and the bare roughness coupling of a single filled subband take $F_{\rm av}$, in the form (\ref{doped}) when the doping is high. With several subbands, the wall slope of each subband and the coupling within it take its own $\langle F\rangle_i$; the coupling between different subbands has not been treated here. The width and the level energy depend on how the field falls across the layer, and need the self-consistent solution or an estimate such as (\ref{b}). The numerical output below lists the values for all the layers.

\section*{Calculated quantities}
\begin{verbatim}
relative permittivity 12.0; confinement mass 0.9 m_e
in-plane mass 0.2 m_e; valley degeneracy 2
hbar^2/2m = 42.333 meV nm^2; e^2/eps = 1507.9 meV nm
Prescribed densities, Ndep=1, ns=5 (1e12 cm^-2):
  single hump: <z> = 1.500 nm, mean field = 52.78 MV/m
  two humps: <z> = 8.078 nm, mean field = 52.78 MV/m
  flat slab: <z> = 5.500 nm, mean field = 52.78 MV/m
Self-consistent layers, T=0; densities in 1e12 cm^-2:
  A: Ndep=1, ns=5, interface field 90.48 MV/m
     mean field 52.78 MV/m, wall force 52.80 meV/nm
     <z> 1.5665 nm, E0 143.01 meV
     E1-E0 52.28 meV, Fermi energy above E0 29.92 meV
  B: Ndep=5, ns=1, interface field 90.48 MV/m
     mean field 82.94 MV/m, wall force 82.97 meV/nm
     <z> 1.2554 nm, E0 159.68 meV
     E1-E0 111.21 meV, Fermi energy above E0 5.98 meV
  C: Ndep=3, ns=1, interface field 60.32 MV/m
     mean field 52.78 MV/m, wall force 52.79 meV/nm
     <z> 1.4663 nm, E0 120.15 meV
     E1-E0 80.21 meV, Fermi energy above E0 5.98 meV
A mean field = 0.5278 MV/cm
wall force ratio A/B = 0.6363
<z> ratio A/C = 1.0683
A: dE/d(wall shift) = 52.78 meV/nm
Squared-coupling excess if interface field is used: 2.939
first Airy zero magnitude = 2.33811
Triangular well, interface field: E0 164.23 meV, <z> 1.2101 nm
Triangular well, mean field: E0 114.65 meV, <z> 1.4483 nm
Uniform field matching <z> of A = 41.71 MV/m
Its equivalent weight of ns = 0.3532
Variational b = 1.7980 nm^-1; formula 1.7978 nm^-1
Variational <z> = 1.6687 nm
Energy per carrier: variational 102.61 meV, self-consistent 99.98 meV
Distributed acceptors: NA = 1.0e+17 cm^-3, depletion width 100.0 nm
  <z> 1.5706 nm, mean field 52.541 MV/m, reduction 0.237 MV/m
300 K, 12 subbands: lowest holds 83.64 percent
  total mean field 52.78 MV/m, weighted wall force 52.80 meV/nm
  lowest-subband mean field 57.32 MV/m, weight of ns 0.5603
Field with empirical weight 1/3, same charges = 40.21 MV/m
\end{verbatim}
